# Dewar reactivity numbers and Hückel localisation energies for benzene and naphthalene

**Question**

I am trying to get Dewar's reactivity numbers from nonbonding-orbital coefficients. The values I should find are 2.31 for benzene, 1.81 for the alpha position of naphthalene and 2.12 for the beta position. The recipe says: delete the attacked carbon, find the nonbonding orbital of what is left, and form $N=2(a_r+a_s)$ from the coefficients at the two neighbours.

I have three problems. I can't see how to find the coefficients without diagonalising a 9×9 matrix. I don't know where the factor 2 comes from. And when I compute the pi energy lost by benzene directly from the Hückel levels, I get 2.54, not 2.31. Have I made a mistake, or are these different quantities?

**Answer**

Your 2.54 is right, and it is a different quantity. It is the localisation energy within Hückel theory, and $N$ is a first-order estimate of it that can't exceed it.

**What is being estimated**

In simple Hückel theory every carbon has the same Coulomb integral $\alpha$, every bond has the same resonance integral $\beta<0$, and overlap is neglected. Write orbital energies as $\alpha+x\beta$, so that bonding orbitals have $x>0$. Let $X$ be the sum of $x$ over all pi electrons.

When a reagent attacks carbon $t$, that carbon becomes tetrahedral and leaves the conjugated system. Compare the parent, with $n$ pi electrons, with a separated system: the residual molecule plus an isolated p orbital on $t$, at energy $\alpha$. Both contain $n$ electrons, so the $\alpha$ terms cancel:

$$E_{\rm sep}-E_{\rm parent}=\beta(X_{\rm res}-X_{\rm parent})=|\beta|\,L,\qquad L=X_{\rm parent}-X_{\rm res}.$$

For benzene the occupied levels are $x=2,1,1$, so $X_{\rm parent}=2(2+1+1)=8$. The residual pentadienyl chain has bonding levels $\sqrt3$ and $1$, so $X_{\rm res}=2(\sqrt3+1)=5.464$. Hence $L=6-2\sqrt3=2.536$, which is your number.

The residual chain also has an orbital at $x=0$, the nonbonding orbital (NBMO). It adds nothing to $X_{\rm res}$ whether it holds 0, 1 or 2 electrons. In this model $L$ is therefore the same for electrophilic, radical and nucleophilic attack.

**Finding the NBMO without diagonalising**

The Hückel equation at atom $i$ is

$$(\alpha-E)c_i+\beta\sum_{j\ \text{next to}\ i}c_j=0 .$$

For $E=\alpha$ the first term vanishes, so the coefficients of the neighbours of every atom must add to zero.

Benzene and naphthalene are alternant: their atoms divide into two equal sets such that bonds join only atoms of different sets. Removing $t$ leaves its own set one atom short. Call the larger set, which contains the neighbours $r$ and $s$, starred. The zero-sum rule at the unstarred atoms gives $n/2-1$ equations for $n/2$ starred coefficients, so a nonzero solution exists with all unstarred coefficients equal to zero. In the three cases here it is the only NBMO, as the numerical diagonalisation confirms.

*Benzene, C1 removed.* The starred atoms are 2, 4 and 6. The rule at C3 gives $c_2+c_4=0$, and at C5 it gives $c_4+c_6=0$. The coefficients are in the ratio $1:-1:1$, with sum of squares 3. The neighbours of C1 are C2 and C6, each with $a=1/\sqrt3$:

$$N=2\left(\frac1{\sqrt3}+\frac1{\sqrt3}\right)=\frac4{\sqrt3}=2.31 .$$

*Naphthalene alpha, C1 removed.* The starred atoms are 2, 4, 5, 7 and 8a. Set $c_{8a}=1$ and work round:

- at C8, $c_7+c_{8a}=0$, so $c_7=-1$
- at C6, $c_5+c_7=0$, so $c_5=1$
- at C4a, $c_4+c_5+c_{8a}=0$, so $c_4=-2$
- at C3, $c_2+c_4=0$, so $c_2=2$

The sum of squares is $4+4+1+1+1=11$. The neighbours of C1 are C2 and C8a:

$$N=2\,\frac{2+1}{\sqrt{11}}=\frac6{\sqrt{11}}=1.81 .$$

*Naphthalene beta, C2 removed.* The starred atoms are 1, 3, 4a, 6 and 8. Set $c_3=1$:

- at C4, $c_3+c_{4a}=0$, so $c_{4a}=-1$
- at C5, $c_{4a}+c_6=0$, so $c_6=1$
- at C7, $c_6+c_8=0$, so $c_8=-1$
- at C8a, $c_1+c_8+c_{4a}=0$, so $c_1=2$

The sum of squares is $4+1+1+1+1=8$. The neighbours of C2 are C1 and C3:

$$N=2\,\frac{2+1}{\sqrt8}=\frac3{\sqrt2}=2.12 .$$

**Where the factor 2 comes from**

Now put carbon $t$ back. Its p orbital $p_t$ and the NBMO $\chi_0$ both have energy $\alpha$. Since $p_t$ is bonded to $r$ and $s$, their coupling is $\beta s_0$, where $s_0=a_r+a_s$. The overall sign of an orbital is arbitrary, so choose it to make $s_0\ge0$. The two-level problem is

$$\begin{pmatrix}\alpha&\beta s_0\\ \beta s_0&\alpha\end{pmatrix},$$

with solutions $\psi_\pm=(p_t\pm\chi_0)/\sqrt2$ at energies $\alpha\pm\beta s_0$. Because $\beta<0$, $\psi_+$ is the lower one. In the separated system two electrons occupy $p_t$ and $\chi_0$, at total energy $2\alpha$. Both now enter $\psi_+$, and the energy falls by $2|\beta|s_0=N|\beta|$. The factor 2 counts these two electrons.

Other residual orbitals can also couple to $p_t$, but they are not degenerate with it, so they contribute only from second order. That is what $N$ omits.

**Why $N$ can't exceed $L$**

Take as a trial state for the parent the $n/2-1$ bonding orbitals of the residual molecule together with $\psi_+$, all doubly occupied. The Hückel Hamiltonian is a sum of one-electron terms, so the energy of this state is the sum of its orbital expectation values, $E_{\rm sep}-N|\beta|$. By the variation principle this is not below the parent ground-state energy:

$$E_{\rm sep}-N|\beta|\ \ge\ E_{\rm parent}=E_{\rm sep}-L|\beta|\quad\Longrightarrow\quad L\ge N .$$

**The comparison**

For naphthalene, diagonalisation gives $X_{\rm parent}=13.6832$. The residual values are 11.3846 (alpha) and 11.2036 (beta), so to three decimals $L=13.6832-11.3846=2.299$ and $L=13.6832-11.2036=2.480$. Each entry of the table is rounded from the unrounded value.

| Position | $N$ | $L$ | $L-N$ | $N/L$ |
|---|---|---|---|---|
| naphthalene alpha | 1.809 | 2.299 | 0.490 | 0.79 |
| naphthalene beta | 2.121 | 2.480 | 0.358 | 0.86 |
| benzene | 2.309 | 2.536 | 0.226 | 0.91 |

For these three positions both measures give the same order: alpha is easiest to localise, then beta, then benzene. This is not guaranteed between different molecules: position 2 of anthracene has $N=1.89$, $L=2.42$ and position 4 of phenanthrene has $N=1.96$, $L=2.37$, so there $N$ and $L$ rank oppositely. The differences are less well reproduced. Beta minus alpha is 0.312 in $N$ but 0.181 in $L$, and benzene minus beta is 0.188 in $N$ but 0.056 in $L$.

**Why the gap is larger when $N$ is smaller**

Let $s_k$ be the sum of the coefficients of residual orbital $k$ at $r$ and $s$. Its coupling to $p_t$ is $\beta s_k$. Each $\psi_\pm$ contains $p_t$ with weight one half, so the squared coupling of orbital $k$ to either of them is $\beta^2s_k^2/2$.

In second order, the energy is lowered by mixing occupied orbitals with empty ones. There are two kinds of mixing:

- A bonding orbital at $x_k$ mixes with the empty $\psi_-$ at $x=-s_0$. The energy difference is $|\beta|(x_k+s_0)$.
- The filled $\psi_+$ at $x=s_0$ mixes with the antibonding partner at $-x_k$. The energy difference is the same. The pairing theorem says that the partner differs only by a sign change on one set of atoms. Since $r$ and $s$ are in the same set, $s_k^2$ is also the same.

Two kinds of mixing, two spins and the factor $\tfrac12$ give an overall factor of 2:

$$L\approx N+2\sum_{k\ \rm bonding}\frac{s_k^2}{x_k+N/2}.$$

The numerators obey a sum rule. The residual orbitals form a complete orthonormal set, so $\sum_{\text{all }k}s_k^2=1+1=2$. The NBMO supplies $s_0^2=N^2/4$, and the rest is shared equally between bonding and antibonding orbitals:

$$\sum_{k\ \rm bonding}s_k^2=\frac12\left(2-\frac{N^2}{4}\right)=1-\frac{N^2}{8}.$$

A smaller $N$ leaves more coupling for the other orbitals and also reduces the denominators. Both effects enlarge the correction. The levels $x_k$ change from case to case as well, so this is a tendency and not a theorem, but the three positions here follow it.

For benzene the correction can be done by hand. The pentadienyl orbital at $x=1$ has opposite coefficients at the two chain ends, so its $s_k$ is zero. The orbital at $\sqrt3$ takes the whole sum, $1-\tfrac{16/3}{8}=\tfrac13$. With $N/2=2/\sqrt3$,

$$2\cdot\frac{1/3}{\sqrt3+2/\sqrt3}=\frac{2}{3}\cdot\frac{\sqrt3}{5}=0.231,$$

which brings the estimate to 2.540, against $L=2.536$. The same formula gives 2.325 for alpha and 2.493 for beta, against 2.299 and 2.480. It slightly overshoots in all three cases, so the lower bound belongs to $N$ alone and not to the corrected value.

**Where to be careful**

The first-order estimate can fail badly. Remove one atom from square cyclobutadiene and an allyl chain remains, with NBMO $(1,0,-1)/\sqrt2$. The two neighbour coefficients cancel, so $N=0$. Yet the parent has $X=4$ and allyl has $X=2\sqrt2$, so $L=4-2\sqrt2=1.17$. The bound holds, but it says almost nothing.

The method also relies on the residual system having an NBMO. The counting argument above guarantees one for an alternant parent with equal sets, but it does not apply to nonalternant molecules.

For a sense of scale, choose $|\beta|=2.50$ eV, a round model value equal to 241.2 kJ/mol. Then $L$ is 554, 598 and 612 kJ/mol for alpha, beta and benzene, while $N$ gives 436, 512 and 557 kJ/mol. The figures scale with the choice of $|\beta|$, and this choice is high for breaking pi bonding: twisting ethylene by 90° costs $2|\beta|$ in the model, 482 kJ/mol here, whereas an MP2 calculation of the twisted triplet against the planar molecule gives about 284 kJ/mol, that is $|\beta|\approx1.5$ eV, which would lower every figure by about 40%. These are not activation energies. They leave out the new sigma bond, the reagent, the solvent and any explicit electron repulsion. Using them to rank reaction rates assumes that those contributions are similar at the positions compared, and that the transition state resembles the localised intermediate.

The numerical check below diagonalises the benzene and naphthalene systems (the cyclobutadiene example is done by hand only) and tests the hand-derived coefficients, the first- and second-order terms, and the bound, which it also tests at the ten CH positions of anthracene.

## Numbers as computed

```
chosen |beta| = 2.50 eV = 241.2 kJ/mol
N, L, X and gaps below are in units of |beta|
benzene:
  NBMO norm squared = 3; neighbour |a| = 0.5774, 0.5774
  reactivity number N = 2.3094
  X parent = 8.0000, X residual = 5.4641
  exact Hueckel L = 2.5359
  gap L - N = 0.2265, ratio N/L = 0.911
  coupling weight of bonding orbitals = 0.3333
  second-order correction = 0.2309, N + correction = 2.5403
  N = 557 kJ/mol, L = 612 kJ/mol
naphthalene alpha:
  NBMO norm squared = 11; neighbour |a| = 0.6030, 0.3015
  reactivity number N = 1.8091
  X parent = 13.6832, X residual = 11.3846
  exact Hueckel L = 2.2986
  gap L - N = 0.4895, ratio N/L = 0.787
  coupling weight of bonding orbitals = 0.5909
  second-order correction = 0.5160, N + correction = 2.3250
  N = 436 kJ/mol, L = 554 kJ/mol
naphthalene beta:
  NBMO norm squared = 8; neighbour |a| = 0.7071, 0.3536
  reactivity number N = 2.1213
  X parent = 13.6832, X residual = 11.2036
  exact Hueckel L = 2.4797
  gap L - N = 0.3584, ratio N/L = 0.855
  coupling weight of bonding orbitals = 0.4375
  second-order correction = 0.3721, N + correction = 2.4934
  N = 512 kJ/mol, L = 598 kJ/mol
beta minus alpha: in N 0.3123, in L 0.1811
benzene minus beta: in N 0.1881, in L 0.0562
anthracene, 10 CH positions: L - N from 0.5371 to 0.7482
```
